# Exchange Correction to Density of States and Conductivity in Two-Dimensional Diffusive Metals: a program that tests the result

```python
"""Exchange (Altshuler-Aronov) correction of a two-dimensional diffusive metal.
Results under test, with hbar = e = m = kB = 1:
  density of states: d_nu/nu = -[ln(1/E tau) ln(D^2 kappa^4 tau/E) - pi^2/4]/(8 pi^2 sigma)
  conductivity:      d_sigma = -[ln(1/(2 pi T tau)) + gamma + 1]/(2 pi^2)
  and a diffusion ladder that does not feel a weak magnetic field.
D: diffusion constant, tau: scattering time, nu: density of states (both spins),
sigma = nu D, kappa = 2 pi nu: inverse screening length, E: energy from Fermi level.
Q: local Green function as a matrix in Matsubara energies, equal to sgn(energy)
without fields; U: dynamically screened Coulomb interaction.
"""
import numpy as np
from scipy import constants as const
from scipy.special import digamma, polygamma

pi = np.pi


def comm(a, b):
    return a @ b - b @ a


# ---- Ladder of impurity lines from the Green functions (tau = v = 1) ----
q_lad, w_lad = 0.05, 0.002
t_mid = (np.arange(800) + 0.5) * pi / 800 - pi / 2
xi = 0.5 * np.tan(t_mid)
weight_xi = 0.5 / np.cos(t_mid)**2 * pi / 800
cosines = np.cos((np.arange(32) + 0.5) * 2 * pi / 32)[:, None]
green_plus = 1 / (0.5j * (1 + w_lad) - xi - q_lad * cosines)
green_minus = 1 / (-0.5j * (1 + w_lad) - xi)
bubble = np.mean(np.sum(green_plus * green_minus * weight_xi, axis=1)).real / (2 * pi)
vertex_numeric = 1 / (1 - bubble)
vertex_formula = 1 / (0.5 * q_lad**2 + w_lad)
assert abs(vertex_numeric / vertex_formula - 1) < 0.01  # corrections of order (ql)^2

# ---- Diffusion equation for Q from the angular self-consistency equation ----
rng = np.random.default_rng(4)


def random_hermitian(n):
    m = rng.normal(size=(n, n)) + 1j * rng.normal(size=(n, n))
    return (m + m.conj().T) / 2


P_shape, s_shape = random_hermitian(4), random_hermitian(4)
energies4 = np.array([-0.03, -0.01, 0.01, 0.03])


def diffusion_residual(scale):
    X = scale**2 * (np.diag(energies4) + 0.005 * s_shape)
    P = scale * 0.07 * P_shape
    angles = np.cos((np.arange(8) + 0.5) * pi / 8)[:, None, None]
    Q = np.diag(np.sign(energies4)).astype(complex)
    for _ in range(6000):
        val, vec = np.linalg.eig(X + 1j * angles * P + Q / 2)
        g = (vec * np.sign(val.real)[:, None, :]) @ np.linalg.inv(vec)
        new = g.mean(axis=0)
        change = np.abs(new - Q).max()
        Q = new
        if change < 1e-13:
            break
    drift = comm(X, Q)
    return np.linalg.norm(drift + 0.5 * comm(P, Q @ comm(P, Q))) / np.linalg.norm(drift)


res_coarse, res_fine = diffusion_residual(1.0), diffusion_residual(0.5)
assert res_fine < 0.08 and res_fine < 0.4 * res_coarse  # vanishes as scale^2

# ---- Nonlinear action minimized numerically (D = q = 2 pi T = 1) ----
half, nx = 5, 8
eps = np.arange(-half, half) + 0.5
sgn = np.sign(eps)
opposite = sgn[:, None] * sgn[None, :] < 0
k_x = np.fft.fftfreq(nx, 1 / nx)
k_derivative = np.where(np.abs(k_x) == nx // 2, 0, k_x)[:, None, None]
# only energy pairs of opposite sign are updated; the others get a harmless 1
stiffness = np.where(opposite, k_x[:, None, None]**2
                     + np.abs(eps[:, None] - eps[None, :]), 1.0)
phase = np.exp(2j * pi * np.arange(nx) / nx)[:, None, None]


def minimize_action(M, N, s, a):
    """Potential of frequency index M, vector potential of frequency index N."""
    shift = np.eye(2 * half, k=-M)
    X = np.diag(eps) + s * (shift * phase + shift.T * phase.conj())
    A = a * (np.eye(2 * half, k=-N) + np.eye(2 * half, k=N))

    def cov(Y):
        grad = np.fft.ifft(1j * k_derivative * np.fft.fft(Y, axis=0), axis=0)
        return grad - 1j * comm(A, Y)

    def build(W):
        val, vec = np.linalg.eigh(W @ W)
        root = (vec * np.sqrt(1 - val)[:, None, :]) @ vec.conj().transpose(0, 2, 1)
        return W + sgn[:, None] * root

    W = np.zeros((nx, 2 * half, 2 * half), complex)
    for _ in range(45):
        Q = build(W)
        R = (cov(Q @ cov(Q)) - comm(X, Q)) * opposite
        W = W + np.fft.ifft(sgn[:, None] * np.fft.fft(R, axis=0) / stiffness, axis=0)
        W = (W + W.conj().transpose(0, 2, 1)) / 2
    Q = build(W)
    dQ = cov(Q)
    action = np.einsum('xij,xji->', dQ, dQ) - 4 * np.einsum('xij,xji->', X, Q)
    return action.real / nx, Q.mean(axis=0)


def mixed_coefficient(M, N, h):
    f = [minimize_action(M, N, s, a)[0] for s, a in ((h, h), (h, 0), (0, h), (0, 0))]
    return (f[0] - f[1] - f[2] + f[3]) / h**4, (f[2] - f[3]) / h**2


kernel_rows = []
for M, N in ((1, 2), (2, 1), (2, 2)):
    c_small, drude = mixed_coefficient(M, N, 0.04)
    c_large, _ = mixed_coefficient(M, N, 0.08)
    numeric = (4 * c_small - c_large) / 3 / (8 * N)
    formula = -8 * min(M, N) / N / ((1 + M)**2 * (1 + M + N))
    assert abs(drude / (8 * N) - 1) < 0.01
    assert abs(numeric / formula - 1) < 0.01
    kernel_rows.append((M, N, numeric, formula))

s_test = 0.02
Q_mean = minimize_action(2, 1, s_test, 0)[1]
dos_numeric = (Q_mean[half, half].real - 1) / s_test**2
dos_formula = -2 / (1 + 2)**2
assert abs(dos_numeric / dos_formula - 1) < 0.01

# ---- Model electron gas, atomic units ----
r_s, kF_l = 1.0, 100.0
k_F = np.sqrt(2) / r_s
tau = kF_l / k_F**2
D = k_F**2 * tau / 2
nu = 1 / pi
sigma = nu * D
kappa = 2 * pi * nu

log_q = np.arange(-45, 12, 0.06)
q_all = np.exp(log_q)


def screened_U(q, w, bare_strength=1.0):
    return 1 / (q / (2 * pi * bare_strength) + nu * D * q**2 / (D * q**2 + w))


def log_integral(w):
    w = np.atleast_1d(w)[:, None]
    f = np.log(1 + D * kappa * q_all / (D * q_all**2 + w))
    return 0.06 * f.sum(axis=1) / (2 * pi**2 * sigma)


log_reference = log_integral(1 / tau)[0]


def dos_zero_T(E):
    return -(log_integral(-1j * np.atleast_1d(E)).real - log_reference)


def dos_double_log(E):
    product = np.log(1 / (E * tau)) * np.log(D**2 * kappa**4 * tau / E)
    return -(product - pi**2 / 4) / (8 * pi**2 * sigma)


def dos_matsubara_integrand(w):
    w = np.atleast_1d(w)[:, None]
    f = q_all**2 / (2 * pi) * screened_U(q_all, w) / (D * q_all**2 + w)**2
    return 0.06 * f.sum(axis=1)


# derivative with energy, straight from the screened interaction
E_test = 1e-5
slope_numeric = (-1j * dos_matsubara_integrand(-1j * E_test)[0]).real / pi
slope_formula = np.log(D * kappa**2 / E_test) / (4 * pi**2 * sigma * E_test)
assert abs(slope_numeric / slope_formula - 1) < 0.01

dos_energies = np.array([1e-6, 1e-5, 1e-4, 1e-3])
dos_values = dos_zero_T(dos_energies)
dos_logs = dos_double_log(dos_energies)
assert np.all(np.abs(dos_values / dos_logs - 1) < 0.01)


def dos_thermal(T):
    y = np.arange(-25, np.log(60), 0.05)
    x = np.exp(y)
    return 0.05 * np.sum(x * dos_zero_T(T * x) / (2 * np.cosh(x / 2)**2))


temperatures = np.array([1e-6, 1e-5, 1e-4])
dos_zero_bias = np.array([dos_thermal(T) for T in temperatures])
n_sum, T_test = 1500, 1e-5
sum_part = -2 * T_test * dos_matsubara_integrand(pi * T_test * (2 * np.arange(n_sum) + 1)).sum()
tail_part = log_reference - log_integral(2 * pi * T_test * n_sum)[0]
dos_sum = sum_part + tail_part
assert abs(dos_sum / dos_zero_bias[1] - 1) < 0.005

# ---- Conductivity: real-frequency integral vs closed form ----
q_max = 1 / np.sqrt(D * tau)
nodes, gl_weights = np.polynomial.legendre.leggauss(500)
q_cut = q_max * np.exp(14 * (nodes - 1))
weight_cut = 14 * gl_weights * q_cut**2 / (2 * pi)


def dsigma_integral(T, bare_strength=1.0):
    y = np.arange(np.log(1e-4 * T), np.log(1e4 / tau), 0.06)
    w = np.exp(y)
    z = -1j * w[:, None]
    U = screened_U(q_cut, z, bare_strength)
    F = (weight_cut * D * q_cut**2 * U / (D * q_cut**2 + z)**3).sum(axis=1)
    x = w / (2 * T)
    xs = np.clip(x, 1e-3, 300)
    thermal = np.where(x < 1e-3, 2 * x / 3, 1 / np.tanh(xs) - xs / np.sinh(xs)**2)
    return -2 * sigma / pi * 0.06 * np.sum(w * thermal * F.imag)


def dsigma_closed(T):
    L = 1 / (2 * pi * T * tau)
    return -(digamma(1 + L) + np.euler_gamma + L * polygamma(1, 1 + L)) / (2 * pi**2)


def dsigma_log(T):
    return -(np.log(1 / (2 * pi * T * tau)) + np.euler_gamma + 1) / (2 * pi**2)


ds_actual = np.array([dsigma_integral(T) for T in temperatures])
ds_strong = np.array([dsigma_integral(T, 1000.0) for T in temperatures])
ds_closed = dsigma_closed(temperatures)
ds_log = dsigma_log(temperatures)
# the closed form assumes perfect screening, reached for a strong bare interaction
assert np.all(np.abs(ds_strong / ds_closed - 1) < 0.005)
assert np.all(np.abs(ds_log / ds_closed - 1) < 0.02)
# actual screening shifts the constant, not the change with temperature
decades_numeric = np.diff(ds_actual)
decade_formula = np.log(10) / (2 * pi**2)
assert np.all(np.abs(decades_numeric / decade_formula - 1) < 0.01)

# ---- Magnetic field: ladders on a lattice torus with 0 or 1 flux quantum ----
side, damping, band_energy = 26, 1.0, -1.0


def ladder_gaps(flux_quanta):
    phi = 2 * pi * flux_quanta / side**2
    H = np.zeros((side**2, side**2), complex)
    for x in range(side):
        for y in range(side):
            here = x * side + y
            right = ((x + 1) % side) * side + y
            up = x * side + (y + 1) % side
            H[right, here] -= np.exp(-1j * phi * y)
            H[up, here] -= np.exp(1j * phi * side * x * (y == side - 1))
    H = H + H.conj().T
    G = np.linalg.inv((band_energy + 1j * damping) * np.eye(side**2) - H)
    strength = damping / np.mean(-np.diag(G).imag)
    diffuson = strength * np.abs(G)**2
    cooperon = strength * G * G.conj().T
    d_values = np.linalg.eigvalsh((diffuson + diffuson.T) / 2)
    c_values = np.linalg.eigvalsh(cooperon)
    return 1 - d_values[-2], 1 - c_values[-1]


diff_0, coop_0 = ladder_gaps(0)
diff_B, coop_B = ladder_gaps(1)
assert abs(coop_0) < 1e-8
assert abs(diff_B / diff_0 - 1) < 0.01
assert abs(coop_B / diff_0 * pi - 1) < 0.10  # lattice and (ql)^2 corrections

# ---- Output ----
hartree_K = const.physical_constants['hartree-kelvin relationship'][0]
tesla = const.physical_constants['atomic unit of mag. flux density'][0]
siemens = const.e**2 / const.hbar
print(f"ladder vertex at ql=0.05, omega tau=0.002: {vertex_numeric:.2f}; formula {vertex_formula:.2f}")
print(f"diffusion equation, relative residual: {res_coarse:.4f}; fields scaled down: {res_fine:.4f}")
print("conductivity kernel from minimized action (D=q=2piT=1):")
for M, N, numeric, formula in kernel_rows:
    print(f"  omega={M}, Omega={N}: numeric {numeric:.5f}, formula {formula:.5f}")
print(f"density-of-states kernel, omega=2: numeric {dos_numeric:.5f}, formula {dos_formula:.5f}")
print(f"r_s = {r_s:.1f} bohr, k_F l = {kF_l:.0f}, k_F = {k_F:.4f} 1/bohr")
print(f"tau = {tau:.2f} a.u., 1/tau = {1/tau:.4f} hartree, D = {D:.2f} a.u.")
print(f"nu = {nu:.5f} a.u., kappa = {kappa:.3f} 1/bohr, D kappa^2 = {D*kappa**2:.1f} hartree")
print(f"sigma = {sigma:.4f} e^2/hbar; momentum cutoff = {q_max:.4f} 1/bohr")
print("d_nu/nu at T=0 (frequencies above 1/tau dropped):")
for E, v, f in zip(dos_energies, dos_values, dos_logs):
    print(f"  E = {E:.0e} hartree: integral {v:.5f}, double log {f:.5f}")
print("d_nu/nu at E=0 and d_sigma in e^2/hbar:")
for i, T in enumerate(temperatures):
    print(f"  T = {T:.0e} hartree = {T*hartree_K:.3f} K: d_nu/nu {dos_zero_bias[i]:.5f}")
    print(f"    d_sigma integral: actual screening {ds_actual[i]:.5f}, strong {ds_strong[i]:.5f}")
    print(f"    d_sigma closed {ds_closed[i]:.5f}, log {ds_log[i]:.5f}")
    print(f"    d_sigma/sigma, actual screening: {ds_actual[i]/sigma:.5f}")
print(f"d_nu/nu at E=0, T=1e-5 hartree, Matsubara sum: {dos_sum:.5f}")
print(f"d_sigma change 1e-6 to 1e-5 hartree: {decades_numeric[0]:.5f} e^2/hbar")
print(f"d_sigma change 1e-5 to 1e-4 hartree: {decades_numeric[1]:.5f} e^2/hbar")
print(f"  formula ln(10)/(2 pi^2): {decade_formula:.5f} e^2/hbar = {decade_formula*siemens:.4e} S")
print(f"lattice {side}x{side}, damping {damping:.1f}, energy {band_energy:.1f} (hopping units)")
print(f"diffuson gap: no field {diff_0:.6f}, one flux quantum {diff_B:.6f}")
print(f"cooperon gap: no field {abs(coop_0):.6f}, one flux quantum {coop_B:.6f}")
print(f"cooperon gap over diffuson gap: {coop_B/diff_0:.4f}; continuum 1/pi = {1/pi:.4f}")
B_coop = T_test / (2 * D)
print(f"field where 2DB = T at T=1e-5 hartree: {B_coop:.2e} a.u. = {B_coop*tesla:.4f} T")
print(f"(omega_c tau)^2 at that field: {(B_coop*tau)**2:.2e}")
print(f"field where omega_c tau = 0.1: {0.1/tau*tesla:.1f} T")
print("verified")
```

It prints:

```
ladder vertex at ql=0.05, omega tau=0.002: 309.00; formula 307.69
diffusion equation, relative residual: 0.0782; fields scaled down: 0.0200
conductivity kernel from minimized action (D=q=2piT=1):
  omega=1, Omega=2: numeric -0.25000, formula -0.25000
  omega=2, Omega=1: numeric -0.22221, formula -0.22222
  omega=2, Omega=2: numeric -0.17778, formula -0.17778
density-of-states kernel, omega=2: numeric -0.22222, formula -0.22222
r_s = 1.0 bohr, k_F l = 100, k_F = 1.4142 1/bohr
tau = 50.00 a.u., 1/tau = 0.0200 hartree, D = 50.00 a.u.
nu = 0.31831 a.u., kappa = 2.000 1/bohr, D kappa^2 = 200.0 hartree
sigma = 15.9155 e^2/hbar; momentum cutoff = 0.0200 1/bohr
d_nu/nu at T=0 (frequencies above 1/tau dropped):
  E = 1e-06 hartree: integral -0.22126, double log -0.22126
  E = 1e-05 hartree: integral -0.15543, double log -0.15543
  E = 1e-04 hartree: integral -0.09805, double log -0.09804
  E = 1e-03 hartree: integral -0.04909, double log -0.04909
d_nu/nu at E=0 and d_sigma in e^2/hbar:
  T = 1e-06 hartree = 0.316 K: d_nu/nu -0.22614
    d_sigma integral: actual screening -0.48285, strong -0.48850
    d_sigma closed -0.48851, log -0.48851
    d_sigma/sigma, actual screening: -0.03034
  T = 1e-05 hartree = 3.158 K: d_nu/nu -0.15986
    d_sigma integral: actual screening -0.36624, strong -0.37185
    d_sigma closed -0.37186, log -0.37186
    d_sigma/sigma, actual screening: -0.02301
  T = 1e-04 hartree = 31.578 K: d_nu/nu -0.10201
    d_sigma integral: actual screening -0.24973, strong -0.25520
    d_sigma closed -0.25521, log -0.25521
    d_sigma/sigma, actual screening: -0.01569
d_nu/nu at E=0, T=1e-5 hartree, Matsubara sum: -0.15986
d_sigma change 1e-6 to 1e-5 hartree: 0.11661 e^2/hbar
d_sigma change 1e-5 to 1e-4 hartree: 0.11651 e^2/hbar
  formula ln(10)/(2 pi^2): 0.11665 e^2/hbar = 2.8394e-05 S
lattice 26x26, damping 1.0, energy -1.0 (hopping units)
diffuson gap: no field 0.039265, one flux quantum 0.039264
cooperon gap: no field 0.000000, one flux quantum 0.012639
cooperon gap over diffuson gap: 0.3219; continuum 1/pi = 0.3183
field where 2DB = T at T=1e-5 hartree: 1.00e-07 a.u. = 0.0235 T
(omega_c tau)^2 at that field: 2.50e-11
field where omega_c tau = 0.1: 470.1 T
verified
```
